# The Anisotropic Nuclear g Tensor in the NV m = 0 Manifold

A simulation of a nuclear spin beside a nitrogen-vacancy (NV) centre begins with a choice of Hilbert space. While the electron stays in its \(m=0\) state, it is tempting to delete the electron and let the nucleus precess with its bare \(g\) factor, because the average electron spin in that state is zero. Whether this is allowed depends on the strength of the hyperfine coupling and on the field direction. In the example below, the bare factor gives the splitting to about 4% when the field lies along the centre's axis, and is too small by a factor of about 19 to 25, depending on the direction in the plane, when the field is perpendicular to it. When the field and the hyperfine coupling are weak compared with the zero-field splitting, the electron can still be deleted, provided the nucleus is given the \(g\) tensor derived here and, for nuclear spin \(I\ge1\), a small additional quadrupole-like term. This holds for a single nucleus. When several nuclei are coupled to the centre, including its own nitrogen, deleting the electron also leaves a coupling between them.

## Hamiltonian and conventions

The centre is a spin triplet, \(S=1\), with symmetry axis \(z\) and axial zero-field splitting \(D>0\). Strain, which would split the \(m=\pm1\) levels, is neglected, and the electron \(g\) factor is taken as isotropic. One nucleus of spin \(I\) is coupled to the centre; all other nuclei, including the centre's own nitrogen when the nucleus of interest is a neighbour, are left out of the model. In atomic units the Bohr magneton is \(1/2\) and the nuclear magneton is \(1/(2M)\), where \(M\) is the proton-electron mass ratio. The Hamiltonian is

\[
H=DS_z^2+\frac{g_e}{2}\mathbf B\cdot\mathbf S+\mathbf S\cdot A\cdot\mathbf I+H_n,\qquad
H_n=-\frac{g_n}{2M}\mathbf B\cdot\mathbf I .
\tag{1}
\]

Here \(g_e>0\), so the electron moment is opposite to its spin, while a nucleus with \(g_n>0\) has its moment along its spin. The signs of the two Zeeman terms therefore differ, and this matters below. The first index of \(A_{ij}\) belongs to the electron and the second to the nucleus. Define

\[
\mathbf b=\tfrac12 g_e\mathbf B,\qquad
\alpha_i=\sum_jA_{ij}I_j=\mathbf a_i\cdot\mathbf I,\qquad
W_i=b_i+\alpha_i ,
\tag{2}
\]

where \(\mathbf a_i\) is row \(i\) of \(A\). All terms that contain the electron spin, apart from \(D\), are then

\[
V=\sum_iS_iW_i=S_zW_z+\tfrac12\left(S_+W_-+S_-W_+\right),\qquad W_\pm=W_x\pm iW_y .
\tag{3}
\]

The \(b_i\) are numbers, but the \(\alpha_i\) are nuclear operators that do not commute, so their order must be kept. The small parameters are \(|\mathbf b|/D\) and \(|A|/D\).

## Eliminating the m = ±1 states

Since \(S_\pm|0\rangle=\sqrt2\,|\pm1\rangle\) and \(S_z|0\rangle=0\), Eq. (3) gives

\[
\langle0|V|0\rangle=0,\qquad
\langle+1|V|0\rangle=\frac{W_-}{\sqrt2},\qquad
\langle-1|V|0\rangle=\frac{W_+}{\sqrt2}.
\tag{4}
\]

The reverse elements are the Hermitian conjugates, \(\langle0|V|+1\rangle=W_+/\sqrt2\) and \(\langle0|V|-1\rangle=W_-/\sqrt2\). There is no first-order hyperfine field in \(m=0\), and the transverse components \(W_x,W_y\) alone connect this state to the others.

Write an eigenstate as \(|0\rangle\phi_0+|+1\rangle\phi_++|-1\rangle\phi_-\), where each \(\phi\) is a nuclear spinor. Because \(V\) does not connect \(m=+1\) to \(m=-1\), the Schrödinger equation has the components

\[
E\phi_0=H_n\phi_0+\frac{W_+\phi_++W_-\phi_-}{\sqrt2},\qquad
(E-D\mp W_z-H_n)\phi_\pm=\frac{W_\mp}{\sqrt2}\phi_0 .
\tag{5}
\]

For the levels that start from \(m=0\), \(E\) is small compared with \(D\). To leading order the bracket in the second equation is \(-D\), so

\[
\phi_\pm\simeq-\frac{1}{D}\frac{W_\mp}{\sqrt2}\phi_0 .
\tag{6}
\]

Inserting this in the first equation gives \(E\phi_0=(H_n+H_2)\phi_0\) with

\[
H_2=-\frac{1}{2D}\left(W_+W_-+W_-W_+\right).
\tag{7}
\]

The two products are

\[
W_\pm W_\mp=W_x^2+W_y^2\mp i[W_x,W_y].
\tag{8}
\]

Their commutators cancel in the sum, because both intermediate states lie at the same energy \(D\). Hence

\[
H_2=-\frac{W_x^2+W_y^2}{D}.
\tag{9}
\]

## Reading off the g tensor

Since \(b_i\) commutes with \(\alpha_i\), \(W_i^2=b_i^2+2b_i\alpha_i+\alpha_i^2\), and therefore

\[
H_2=-\frac{b_x^2+b_y^2}{D}-\frac2D\left(b_x\mathbf a_x+b_y\mathbf a_y\right)\cdot\mathbf I-\frac{\alpha_x^2+\alpha_y^2}{D}.
\tag{10}
\]

The first term shifts all nuclear levels equally. The second is linear in both field and nuclear spin, which is the form of a nuclear Zeeman energy. Its factor 2 comes from the two orders of the process: the field may excite the electron and the hyperfine coupling return it, or the reverse. With \(b_i=g_eB_i/2\), the field-linear part of \(H_n+H_2\) is

\[
-\frac{g_n}{2M}\mathbf B\cdot\mathbf I-\frac{g_e}{D}\sum_{i=x,y}\sum_jB_iA_{ij}I_j
\equiv-\frac{1}{2M}\sum_{ij}B_ig_{ij}I_j .
\tag{11}
\]

Multiplying the coefficient of \(B_iI_j\) by \(-2M\) gives

\[
g=g_n\mathbf 1+\frac{2g_eM}{D}\,PA,\qquad P=\mathrm{diag}(1,1,0).
\tag{12}
\]

The large number \(M\) enters because the borrowed moment is electronic. Although \(A/D\) is small, \(2g_eM\approx7353\), so the added term can exceed \(g_n\) while perturbation theory remains accurate.

The projector \(P\) acts on the electron index, which here is also the field index. It removes the row \(i=z\) but leaves the column \(j=z\). Thus a field along \(x\) can act on \(I_z\) through \(A_{xz}\), whereas a field along \(z\) gains nothing at this order. Even for a symmetric \(A\), the tensor \(g\) is in general not symmetric. It is also anisotropic for an isotropic \(A\), since the anisotropy then comes from the zero-field splitting.

The word "enhanced" needs a condition. For an axial tensor \(A=\mathrm{diag}(A_\perp,A_\perp,A_\parallel)\),

\[
g_\perp=g_n+\frac{2g_eMA_\perp}{D},\qquad g_\parallel=g_n .
\tag{13}
\]

If \(g_n\) and \(A_\perp\) have the same sign, the magnitude grows. If their signs differ, \(g_\perp\) is first reduced, vanishes at \(A_\perp=-g_nD/(2g_eM)\), and then grows with reversed sign.

The last term of Eq. (10) survives at zero field. For \(I=1/2\), the relation \(I_jI_k+I_kI_j=\delta_{jk}/2\) gives \(\alpha_i^2=|\mathbf a_i|^2/4\), a constant, so there is no zero-field splitting. For larger spin and axial \(A\),

\[
-\frac{A_\perp^2}{D}\left(I_x^2+I_y^2\right)=-\frac{A_\perp^2}{D}I(I+1)+\frac{A_\perp^2}{D}I_z^2 .
\tag{14}
\]

This adds \(A_\perp^2/D\) to the coefficient \(Q\) of a nuclear quadrupole term \(QI_z^2\). Such a term belongs in \(H_n\) when \(I\ge1\), and must also be small compared with \(D\).

With a second nucleus, \(\alpha_i\) becomes \(\alpha_i+\alpha_i'\), and the same term contains a coupling \(-(2/D)(\alpha_x\alpha_x'+\alpha_y\alpha_y')\) between the two nuclei. A real centre always has such a second nucleus, its nitrogen. For \(^{15}\)N, with \(A_\perp'\approx1.5\times10^{-8}\) eV and no quadrupole term, the scale \(2A_{xx}A_\perp'/D\) is \(1.4\times10^{-10}\) eV for the worked example below. This exceeds the axial splitting found there and splits the transverse line by about \(\pm4\%\), so the single-nucleus splittings do not describe that case. For \(^{14}\)N the quadrupole gap suppresses the effect to about 0.2% or less at the field of the example.

## The polarized electron as the source

The cross term has a direct physical reading. Consider the electron alone in a field along \(x\). Define \(|s\rangle=(|+1\rangle+|-1\rangle)/\sqrt2\). Then \(S_x|0\rangle=|s\rangle\) and \(S_x|s\rangle=|0\rangle\), while the antisymmetric combination of \(|\pm1\rangle\) is annihilated by \(S_x\). In the basis \(|0\rangle,|s\rangle\) the electron Hamiltonian is

\[
\begin{pmatrix}0&b\\ b&D\end{pmatrix},\qquad
E_0=\frac{D-\sqrt{D^2+4b^2}}{2}.
\tag{15}
\]

Since \(b\) multiplies \(S_x\), the Hellmann-Feynman theorem gives

\[
\langle S_x\rangle=\frac{dE_0}{db}=-\frac{2b}{\sqrt{D^2+4b^2}}\simeq-\frac{2b}{D}.
\tag{16}
\]

The field mixes in a little of \(|s\rangle\) and induces a transverse spin. To first order in \(A\), the nucleus sees \(\langle\mathbf S\rangle\cdot A\cdot\mathbf I=-(2b/D)\,\mathbf a_x\cdot\mathbf I\), which is the cross term of Eq. (10). The minus sign of the induced spin turns a positive hyperfine coupling into a contribution with the same sign as the Zeeman energy of a nucleus with \(g_n>0\).

Equation (16) also shows how linearity fails in a strong transverse field: \(D\) in the enhancement is replaced by \(\sqrt{D^2+4b^2}\). At \(b/D=0.30\) the polarization is \(-0.514\) instead of the linear estimate \(-0.600\), a reduction by 14% of the linear value. The splitting predicted from this polarization was tested at this field against diagonalization of the full Hamiltonian, for a weakly coupled spin-1/2 nucleus, and agreed within 0.3%.

## A finite axial field

An axial field leaves \(|0\rangle\) in place but moves the other two levels to \(D\pm b_z\). If \(b_z\) is not small, it must be kept in the denominators of Eq. (6), and Eq. (7) becomes

\[
H_2(b_z)=-\frac12\left[\frac{W_+W_-}{D+b_z}+\frac{W_-W_+}{D-b_z}\right].
\tag{17}
\]

Using Eq. (8) and combining the fractions,

\[
H_2(b_z)=-\frac{D\,(W_x^2+W_y^2)}{D^2-b_z^2}-\frac{ib_z[W_x,W_y]}{D^2-b_z^2}.
\tag{18}
\]

The commutator contains no transverse field, because \(b_x\) and \(b_y\) are numbers. It therefore does not alter the terms of \(H_2(b_z)\) that are linear in the transverse field, although it does act on the nucleus as an additional effective field. Comparison of the first term with Eq. (9) shows that the transverse enhancement is multiplied by

\[
\frac{D^2}{D^2-b_z^2}.
\tag{19}
\]

At \(b_z/D=0.30\) this is 1.0989; diagonalization for a weakly coupled nucleus gives 1.0991 for the \(xx\) element. As \(|b_z|\) approaches \(D\), one of the \(m=\pm1\) levels approaches \(m=0\) and Eq. (19) diverges. The elimination has then failed: it requires \(D-|b_z|\) to be much larger than both the transverse field energy and the hyperfine coupling. Near the crossing the electron states must be kept explicitly.

## The next order in the hyperfine coupling

Equation (12) leaves the axial response bare, so the next-order correction is most visible there. To find it, return to weak field and expand the inverse of the bracket in Eq. (5) one step further:

\[
(E-D\mp W_z-H_n)^{-1}\simeq-\frac1D+\frac{\pm W_z+H_n-E}{D^2}.
\tag{20}
\]

For \(I=1/2\), the terms with \(H_n-E\) are dropped. Since \(E\) is itself of order \(H_n\) or \(W^2/D\), they contribute at order \(H_nW^2/D^2\) or \(W^4/D^3\). The \(W_z\) terms give

\[
H_3=\frac{1}{2D^2}\left(W_+W_zW_--W_-W_zW_+\right).
\tag{21}
\]

We need the part linear in \(\mathbf b\). The commutators follow from \([I_j,I_k]=i\sum_l\epsilon_{jkl}I_l\):

\[
[\alpha_i,\alpha_k]=i(\mathbf a_i\times\mathbf a_k)\cdot\mathbf I .
\tag{22}
\]

With \(\alpha_\pm=\alpha_x\pm i\alpha_y\), the coefficient of \(b_z\) in the bracket of Eq. (21) is

\[
\alpha_+\alpha_--\alpha_-\alpha_+=-2i[\alpha_x,\alpha_y]=2(\mathbf a_x\times\mathbf a_y)\cdot\mathbf I .
\tag{23}
\]

For the transverse field, with \(b_\pm=b_x\pm ib_y\), the linear terms are \(b_+[\alpha_z,\alpha_-]+b_-[\alpha_+,\alpha_z]\). The coefficients of \(b_x\) and \(b_y\) are, respectively,

\[
\begin{aligned}
[\alpha_z,\alpha_--\alpha_+]&=-2i[\alpha_z,\alpha_y]=-2(\mathbf a_y\times\mathbf a_z)\cdot\mathbf I,\\
i[\alpha_z,\alpha_-+\alpha_+]&=2i[\alpha_z,\alpha_x]=-2(\mathbf a_z\times\mathbf a_x)\cdot\mathbf I .
\end{aligned}
\tag{24}
\]

Dividing by \(2D^2\), setting \(b_i=g_eB_i/2\) and comparing with the definition in Eq. (11) gives

\[
\delta g=\frac{g_eM}{D^2}
\begin{pmatrix}\mathbf a_y\times\mathbf a_z\\ \mathbf a_z\times\mathbf a_x\\-\mathbf a_x\times\mathbf a_y\end{pmatrix},
\tag{25}
\]

where each entry is a row. Relative to the transverse enhancement this is of order \(A/D\). Relative to the bare axial \(g_n\) it is of order \(g_eMA^2/(g_nD^2)\), which need not be small. An isotropic coupling with \(A/D\approx0.014\) already halves \(g_{zz}\) for \(g_n=1.4\). For a first-shell \(^{13}\)C, with principal values of roughly 120, 120 and 200 MHz, the unique axis about \(106^\circ\) from \(z\) and \(D=2870\) MHz, Eq. (25) turns \(g_{zz}=1.4\) into about \(-9\), so the bare axial value is wrong even in sign.

The orders can be checked without relying on the size of one example. For a general, non-symmetric \(A\) with \(g_n=0\), halving \(A\) reduces the error of Eq. (12) by a factor 3.98 and that of the corrected tensor by 8.07. These are close to the factors 4 and 8 expected for errors of second and third order in \(A\).

## Splitting and nuclear axis

For \(I=1/2\) and a field \(\mathbf B=B\mathbf n\), the nuclear Hamiltonian is \(-(B/2M)\,\mathbf v\cdot\mathbf I\), apart from a constant, with \(v_j=\sum_in_ig_{ij}\). The component of \(\mathbf I\) along \(\mathbf v\) has eigenvalues \(\pm1/2\), so

\[
\Delta E=\frac{B}{2M}|\mathbf v|=\frac{B}{2M}\sqrt{\mathbf n\cdot gg^{T}\cdot\mathbf n}.
\tag{26}
\]

The nucleus is quantized along \(\mathbf v\), which in general differs from the field direction. Splittings determine \(gg^T\), but not \(g\) itself: a rotation of the nuclear axes, \(g\to gR\), leaves them unchanged. That rotation matters when the nuclear axis is compared with its axis in \(m=\pm1\), where the first-order hyperfine term is \(\pm\mathbf a_z\cdot\mathbf I\).

## Worked example

The parameters are round model values, not those of a particular nucleus: \(D=1.2\times10^{-5}\) eV, \(I=1/2\) and \(g_n=1.4\). The principal hyperfine values are \(4\), \(4\) and \(6\), in units of \(10^{-8}\) eV. The unique axis lies in the \(xz\) plane at \(60^\circ\) from \(z\). In the same units,

\[
\begin{aligned}
A_{xx}&=4+2\sin^260^\circ=5.5,& A_{yy}&=4,\\
A_{zz}&=4+2\cos^260^\circ=4.5,& A_{xz}&=2\sin60^\circ\cos60^\circ=0.866 .
\end{aligned}
\tag{27}
\]

Equation (12) then gives

\[
g_{xx}=1.4+7353\,\frac{5.5\times10^{-8}}{1.2\times10^{-5}}=1.4+33.7=35.1 .
\tag{28}
\]

In the same way \(g_{yy}=25.9\) and \(g_{xz}=5.31\), while \(g_{zx}=0\) and \(g_{zz}=1.4\). Diagonalization gives 35.15, 25.97, 5.30, 0.009 and 1.344 for these five elements. Among the elements that are nonzero in Eq. (12), the largest relative change is in \(g_{zz}\), for which Eq. (25) predicts a correction of \(-0.056\). It also predicts the small element \(g_{zx}=0.009\).

Let the field have \(\mu_BB=10^{-7}\) eV, which is 1.73 mT. The electron Zeeman energy is then \(0.017D\), and the nuclear unit in Eq. (26) is \(10^{-7}/1836=5.446\times10^{-11}\) eV. For a field along \(x\),

\[
\Delta E=5.446\times10^{-11}\sqrt{35.10^2+5.31^2}\ \text{eV}=1.933\times10^{-9}\ \text{eV}.
\tag{29}
\]

The full Hamiltonian gives \(1.935\times10^{-9}\) eV, or 468 kHz. With the bare \(g_n\), the result would have been \(7.62\times10^{-11}\) eV. Splittings for a field in the \(xz\) plane, in \(10^{-10}\) eV, are:

| Angle from \(z\) | Eq. (12) | with Eq. (25) | full \(H\) |
|---|---|---|---|
| 0° | 0.762 | 0.732 | 0.732 |
| 30° | 9.788 | 9.798 | 9.799 |
| 60° | 16.805 | 16.826 | 16.820 |
| 90° | 19.334 | 19.358 | 19.348 |

At \(0^\circ\) the leading formula is 4.2% above the full result, and Eq. (25) removes nearly all of that error. At \(90^\circ\) the corrected value is 0.05% too high. Equation (16) accounts for this: the finite field reduces the polarization by the relative amount \(2(b/D)^2=2(0.0167)^2\approx0.06\%\).

The field direction at \(30^\circ\) shows the tilt of the nuclear axis. Here \(v_x=0.5\times35.10=17.55\) and \(v_z=0.5\times5.31+0.866\times1.4=3.87\), so \(\mathbf v\) lies at \(\arctan(17.55/3.87)\approx78^\circ\) from \(z\). Small misalignments matter too. For a field tilted from \(z\) towards \(y\), the transverse and axial parts of \(\mathbf v\) are equal when \(\tan\theta=1.4/25.9\), at \(\theta\approx3^\circ\). A calculation meant to describe an aligned field must therefore know the alignment to well below this angle.

A strong anisotropy does not require a tilted hyperfine axis, or even an anisotropic hyperfine coupling. With an isotropic coupling of \(4\times10^{-8}\) eV, diagonalization gives \(g_{xx}=25.95\) and \(g_{zz}=1.36\).

## A nucleus with negative hyperfine coupling

As a second case take \(I=1\), \(g_n=0.4\), \(A_\perp=-1.0\times10^{-8}\) eV, \(A_\parallel=-1.2\times10^{-8}\) eV and \(Q=-2.0\times10^{-8}\) eV, with the same \(D\). Equation (13) gives

\[
g_\perp=0.4-7353\,\frac{1.0\times10^{-8}}{1.2\times10^{-5}}=0.4-6.13=-5.73 .
\tag{30}
\]

Diagonalization gives \(-5.72\) for this element and 0.397 for the axial one. The transverse response is thus reversed in sign and about fourteen times the bare value in magnitude. With these \(g_n\) and \(D\), cancellation would occur at \(A_\perp=-0.4\times1.2\times10^{-5}/7353=-6.5\times10^{-10}\) eV, a much weaker coupling.

The quadrupole-like shift of Eq. (14) is \((10^{-8})^2/(1.2\times10^{-5})=8.33\times10^{-12}\) eV, against \(8.36\times10^{-12}\) eV from diagonalization. It is only 0.04% of \(|Q|\).

For this nucleus \(g_\perp\) is a coefficient in the Hamiltonian and not directly a splitting. At \(\mu_BB=10^{-7}\) eV the transverse Zeeman scale is \(5.73\times5.446\times10^{-11}\approx3.1\times10^{-10}\) eV, far below \(|Q|\). A transverse field connects \(m_I=0\) to one combination of \(m_I=\pm1\) across the quadrupole gap. In second order it pushes these two levels apart and leaves the other combination in place. Each of the two moves by about \((3.1\times10^{-10})^2/|Q|\approx4.9\times10^{-12}\) eV, which is therefore also the splitting of the \(m_I=\pm1\) pair. The shift of Eq. (14) moves both members of the pair together, so it hardly affects their splitting. It does change their distance from \(m_I=0\), by an amount comparable with the effect of the field, and must be kept when that distance is wanted accurately enough to resolve the effect of the field. The levels follow from the spin-1 Hamiltonian with \(g\) from Eq. (12) and the quadrupole coefficient \(Q+A_\perp^2/D\), either by diagonalization or, at this field, by second-order perturbation theory; Eq. (26) does not apply.

The numerical output below gives the full tensors and the comparisons with diagonalization.

## Calculated quantities

```
electron g factor (magnitude): 2.002319
proton-electron mass ratio M: 1836.1527
D: 1.200e-05 eV; bare nuclear g: 1.40
hyperfine principal values: 4.00e-08, 4.00e-08, 6.00e-08 eV
tilt of unique hyperfine axis from z: 60 degrees
A (eV) row x: 5.5000e-08 0.0000e+00 8.6603e-09
A (eV) row y: 0.0000e+00 4.0000e-08 0.0000e+00
A (eV) row z: 8.6603e-09 0.0000e+00 4.5000e-08
factor 2 ge M: 7353.13
g leading row x: 35.1018 0.0000 5.3067
g leading row y: 0.0000 25.9104 0.0000
g leading row z: 0.0000 0.0000 1.4000
g next correction row x: 0.0460 0.0000 -0.0088
g next correction row y: 0.0000 0.0613 0.0000
g next correction row z: 0.0088 0.0000 -0.0562
g from diagonalization row x: 35.1473 0.0000 5.2978
g from diagonalization row y: 0.0000 25.9714 0.0000
g from diagonalization row z: 0.0089 0.0000 1.3436
field energy muB B: 1.00e-07 eV = field 1.7276 mT
electron Zeeman energy over D: 0.01669
splittings (eV): angle from z in degrees, leading, improved, exact
   0  7.6246e-11  7.3189e-11  7.3175e-11
  30  9.7876e-10  9.7978e-10  9.7987e-10
  60  1.6805e-09  1.6826e-09  1.6820e-09
  90  1.9334e-09  1.9358e-09  1.9348e-09
exact splitting at 90 degrees: 467.83 kHz
isotropic A = 4.0e-08 eV, numerical g_xx, g_zz: 25.9511, 1.3590
error ratio on halving A: leading 3.978, improved 8.068
axial field with bz/D = 0.30: predicted gain factor 1.0989, numerical 1.0991
transverse field with b/D = 0.30: <Sx> = -0.51450, linear estimate -0.60000
spin-1 nucleus: bare g 0.40, A_perp -1.00e-08 eV, A_par -1.20e-08 eV, Q -2.00e-08 eV
spin-1 transverse g: formula -5.7276, numerical -5.7245
spin-1 axial g: formula 0.4000, numerical 0.3975
spin-1 quadrupole shift: formula 8.3333e-12 eV, numerical 8.3583e-12 eV
```
